\section*{Ptychographic streaking reconstruction with sparse and uneven delays}

\section{Which delays should be recorded?}

Suppose that beam time allows seventeen photoelectron spectra. They can be taken every half laser period, or at seventeen uneven delays over about the same range. In the example worked below, with the same number of sweeps and the same rule for the starting guess, the even set leaves a pulse error of 0.117 and the uneven set 0.00026. The choice of delays then decides whether the retrieved pulse can be used.

The unknowns are a photoelectron wave packet $P$, made by an attosecond pulse, and a gate $G$, made by a laser field. One record contains the modulus of the Fourier transform of their product. The iteration supplies the missing phase, and a two-point example shows how.

\section{Two time points}

Take two times and the unitary transform
\begin{equation}
\hat\psi_\pm=(\psi_0\pm\psi_1)/\sqrt2 .
\end{equation}
Let the true pulse be $P=(1,i)$ and the gate $G=(1,-i)$. The exit wave, their product, is $\psi=(1,1)$, with spectral moduli $(\sqrt2,0)$. Without the laser, $G=(1,1)$ and the moduli are $(1,1)$. The pulse $(1,-i)$ gives the same laser-free moduli, so that spectrum cannot fix the sign of the pulse's phase.

Now let the gate be known and guess $P=(1,1)$. Then
\begin{equation}
\psi=(1,-i),\qquad
\hat\psi=\left(\frac{1-i}{\sqrt2},\frac{1+i}{\sqrt2}\right).
\end{equation}
Both moduli are 1. Keep the computed phases and insert the measured moduli:
\begin{equation}
\hat\psi'=(\sqrt2\,e^{-i\pi/4},0),\qquad
\psi'=e^{-i\pi/4}(1,1).
\end{equation}
Since $|G|=1$, division by $G$ is multiplication by $G^*=(1,i)$:
\begin{equation}
P_{\rm new}=G^*\psi'=e^{-i\pi/4}(1,i).
\end{equation}
This is the true pulse up to a constant phase. The squared misfit of the moduli fell from $(1-\sqrt2)^2+1^2=4-2\sqrt2$ to zero.

The roles can be exchanged. If $P=(1,i)$ is known and the gate is guessed as $(1,1)$, then $\psi=(1,i)$, modulus replacement gives $\psi'=e^{i\pi/4}(1,1)$, and $P^*\psi'=e^{i\pi/4}(1,-i)$ is the right gate. One record can thus be fitted by changing either object, and a perfect fit to it proves little. Several delays must separate the two.

Not every set of delays does so. Multiply the pulse by $f=(1,e^{i\theta})$ and divide the gate by $f$; the product at zero delay is unchanged. Shift the pulse cyclically by one point, and its factor becomes $(e^{i\theta},1)$. The product is now multiplied by $(e^{i\theta},e^{-i\theta})$, a relative phase $2\theta$ that can change the spectrum. A shift by two points restores $f$ and hides the change again. Delays spaced by a period of $f$ cannot see $f$.

\section{From the laser field to the gate}

Atomic units are used in the algebra. The electron is detected along the laser polarization with momentum $p$; inside the field its velocity is $p+A(t)$. The ion's attraction after ionization is neglected, and the dipole element is absorbed in $P$. An electron released at $t$ collects the phase $-\int_t^{t_f}(p+A)^2dt'/2$ up to detection. Expanding the square,
\begin{equation}
-\int_t^{t_f}\frac{(p+A)^2}{2}dt'
=\frac{p^2}{2}(t-t_f)-\int_t^{t_f}\left(pA+\frac{A^2}{2}\right)dt' .
\end{equation}
The term in $t_f$ is constant in $t$ and drops out of the modulus. The initial state contributes $e^{iI_pt}$ and the light $e^{-i\Omega t}$, with $I_p$ the binding energy and $\Omega$ the photon energy. Together with $e^{ip^2t/2}$ they give $e^{iWt}$, where $W=p^2/2+I_p-\Omega$ is the energy from the line centre.

Two approximations follow: $p$ in the gate is replaced by its central value $p_c$, and $A^2/2$ is dropped. Then
\begin{align}
S_j(W)&=\left|\int P(t-\tau_j)G(t)e^{iWt}dt\right|^2,\\
G&=e^{i\phi},\qquad \phi(t)=-\int_t^\infty p_cA(t')dt' .
\end{align}
The lower limit gives $\phi'=+p_cA$. A local phase $e^{i\phi't}$ moves the spectrum to $W=-\phi'$, so positive $A$ lowers the detected energy.

A constant phase and a joint time shift of $P$ and $G$ leave $S_j$ unchanged. Both are removed before errors are quoted.

\section{The pulse and gate steps}

With $P(t)=\sum_W\hat P(W)e^{-iWt}$, a delay is a spectral phase:
\begin{equation}
P(t-\tau)=\sum_W\hat P(W)e^{iW\tau}e^{-iWt}.
\end{equation}
Delays therefore need not lie on the time grid or be evenly spaced.

For record $j$, write $P_j(t)=P(t-\tau_j)$ and $\psi=P_jG$. Replace the spectral modulus,
\begin{equation}
\hat\psi'=\sqrt{S_j}\,\hat\psi/|\hat\psi|,
\end{equation}
and transform back. The pulse step is
\begin{equation}
P_j^{\rm new}=P_j+\alpha\frac{G^*}{\max|G|^2}(\psi'-\psi),
\end{equation}
after which the pulse is shifted back by $-\tau_j$. To see what it does, multiply by $G$ and subtract $\psi'$:
\begin{equation}
\psi^{\rm new}-\psi'=
\left(1-\alpha\frac{|G|^2}{\max|G|^2}\right)(\psi-\psi').
\end{equation}
For $0\le\alpha\le2$ the bracket lies between $-1$ and $1$, so the distance to $\psi'$ does not grow. The misfit $M_j=\sum_W(|\hat\psi|-\sqrt{S_j})^2$ equals $\|\psi-\psi'\|^2$ before the step. Afterwards it is the smallest squared distance to any wave with the measured moduli, hence at most $\|\psi^{\rm new}-\psi'\|^2$. So $M_j$ cannot rise. This holds for one record and a fixed gate; the other records may get worse. With $|G|=1$ and $\alpha=1$ the record is fitted completely, as in the two-point case.

The standard gate step exchanges the roles:
\begin{equation}
G^{\rm new}=G+\beta\frac{P_j^*}{\max|P_j|^2}(\psi'-\psi).
\end{equation}
It vanishes where $P_j=0$. When delays are much further apart than the pulse is long, stretches of the gate are hardly updated.

A known laser band links these stretches. Write $\phi(t)=\sum_kc_kb_k(t)$ with sines and cosines in that band, and let $\eta=\sum_k\delta c_kb_k$ be a small correction. With $d_j=\psi'_j-\psi_j$ and $e^{i\eta}\simeq1+i\eta$,
\begin{align}
\sum_j\|\psi'_j-\psi_je^{i\eta}\|^2
&\simeq\sum_{j,t}|d_j-i\eta\psi_j|^2\\
&=\sum_{j,t}\left[|d_j|^2-2\eta\,{\rm Im}(\psi_j^*d_j)+\eta^2|\psi_j|^2\right].
\end{align}
Because $\psi_j^*\psi_j$ is real, ${\rm Im}(\psi_j^*d_j)={\rm Im}(\psi_j^*\psi'_j)$. Setting the derivative with respect to each $\delta c_k$ to zero gives
\begin{equation}
\sum_l\Big[\sum_{j,t}b_k|\psi_j|^2b_l\Big]\delta c_l
=\sum_{j,t}b_k\,{\rm Im}(\psi_j^*\psi'_j).
\end{equation}
A small multiple of the unit matrix is added on the left to limit steps in weakly determined directions. It does not move a fixed point, where the right side vanishes. One sweep consists of a pulse step at every delay, in random order, and then one such gate step.

\section{The starting gate and what it misses}

The operator $i\partial_t$ acting on $e^{-iWt}$ gives $W$. Acting on $P_je^{i\phi}$ it gives $(iP_j'-\phi'P_j)e^{i\phi}$. Multiply by $\psi_j^*$, integrate and normalize:
\begin{equation}
\langle W\rangle_j=\langle W\rangle_0-
\frac{\int|P_j|^2\phi'\,dt}{\int|P_j|^2dt},
\end{equation}
where $\langle W\rangle_0$ is the laser-free mean. The mean energies thus trace $\phi'$ smoothed by the pulse. Subtracting the laser-free mean, reversing the sign, treating the results as samples of $\phi'$ and taking the smallest coefficients that fit gives the starting gate. The starting pulse has the laser-free spectrum and a flat spectral phase.

Even delays can make these samples redundant. Let the gate have period $T$ and modes $\omega_n=2\pi n/T$ with $n=6,\ldots,12$: seven cosines and seven sines, 14 coefficients. Smoothing changes the amplitude and phase of a mode but not its frequency, so the mean energies are combinations of $\cos\omega_n\tau_j$ and $\sin\omega_n\tau_j$. For $\tau_j=jT/18$,
\begin{align}
\cos\omega_{18-n}\tau_j&=\cos(2\pi j-\omega_n\tau_j)=\cos\omega_n\tau_j,\\
\sin\omega_{18-n}\tau_j&=-\sin\omega_n\tau_j .
\end{align}
The modes pair up as $(6,12)$, $(7,11)$ and $(8,10)$, each pair supplying two independent functions. For $n=9$ the sine is $\sin\pi j=0$ and one function remains. The mean energies therefore span $3\times2+1=7$ dimensions, however many such delays are taken. Delays $jT/9$ are a subset and do no better. The other seven combinations must come from the shapes of the spectra.

\section{The periodic ambiguity in general}

Let $f$ be a phase factor with $f(t-D)=f(t)$, and let $\tau_j=jD$. Then
\begin{equation}
[P(t-\tau_j)f(t-\tau_j)]\frac{G(t)}{f(t)}=P(t-\tau_j)G(t).
\end{equation}
All records agree, whatever the noise or the algorithm. A linear ramp in $f$'s phase only exchanges a frequency offset between pulse and gate. No choice of delays reveals it, but a gate phase confined to the laser band excludes it. The rest of the phase has its harmonics at multiples of $1/D$. If the prior excludes these frequencies from the gate phase, this family is excluded too. If $D$ is one laser period, the first harmonic lies at the laser frequency and the prior admits it.

A linear measure shows how well a set of delays exposes such common changes. For a gate-phase change $\eta$, let $\eta_j(u)=\eta(u+\tau_j)$ less its average under the pulse, and let $\bar\eta$ be the mean of $\eta_j$ over $j$. Define
\begin{equation}
\lambda=\min_\eta
\frac{\sum_j\int|P(u)|^2(\eta_j-\bar\eta)^2du}
{\sum_j\int|P(u)|^2\eta_j^2du}.
\end{equation}
If $\lambda=0$, some change looks the same at every delay and can be moved into the pulse. A positive $\lambda$ excludes this mechanism and no other.

\section{A streaking example}

The model has 90 eV photons and a binding energy of 21.6 eV, so the central electron energy is $90-21.6=68.4$ eV. The laser has a wavelength of 800 nm, a duration of 7 fs and an intensity of $10^{12}$ W/cm$^2$; the largest value of $p_cA$ is 5.71 eV, which smoothing by the pulse turns into a somewhat smaller shift of the mean energy. The pulse has a 7.3 eV bandwidth, a 250 as transform limit and a group-delay dispersion (GDD) of 20000 as$^2$. With a third-order spectral phase of $2\times10^6$ as$^3$ added, it lasts 316.4 as (a reading in steps of 1 as gives 317 as). All widths are full widths at half maximum.

The window is $T=24$ fs. Modes 6 to 12 cover 0.25 to 0.50 fs$^{-1}$, and the synthetic laser field is confined to this band. The step $T/9=2.667$ fs is close to the laser period of 2.669 fs. Uneven sets displace each even delay by up to 0.45 of a step, following a fixed golden-ratio sequence. Each row of the table is a single run with noise-free data and $\alpha=0.5$. Where the iteration has not converged, another random order of the pulse steps can end at a quite different error. The pulse error is $\sqrt{1-|\langle P_{\rm true}|P\rangle|^2}$ for normalized pulses; the gate error has the same form, with the overlap averaged over the window. The starting pulse error is 0.294.

\begin{center}
\begin{tabular}{lcccc}
Delays & Sweeps & $\lambda$ & Pulse error & Gate error\\
45 even & 100 & 0.97 & 0.00002 & 0.0002\\
17 even & 200 & 0.96 & 0.117 & 0.287\\
17 uneven & 200 & 0.22 & 0.0003 & 0.002\\
9 even & 300 & 0 & 0.405 & 0.774\\
9 uneven & 300 & 0.07 & 0.092 & 0.469
\end{tabular}
\end{center}

The dense set recovers a GDD of 20001 as$^2$ and a duration of 316 as, read in steps of 1 as.

Seventeen even delays fail although $\lambda=0.96$. The periodic ambiguity is not the cause. The starting gate, however, was built from mean energies that span seven of 14 dimensions. Nine uneven delays also supply fewer mean energies than coefficients. The two sets that converge, 45 even and 17 uneven, have enough samples to fix all 14. The pattern suggests that an incomplete starting gate contributes to the stagnation. It is not the whole cause, because the delays also affect how well each later sweep can correct the gate. Given the complete starting gate of the dense set, the 17 even delays reach 0.012 in 200 sweeps, still well above the uneven result, while the 17 uneven delays reach 0.001 to 0.003 even from the seven-dimensional start. Nor do the runs tell a false minimum from very slow progress.

The fit to the recorded data can mislead. For 17 even delays the relative error of the spectral amplitudes is 0.006 at the recorded delays but 0.083 on the dense set. A few spectra taken at delays off the recorded grid and withheld from the iteration are a better guide.

The periodic ambiguity needs its own demonstration. A twin was made with a phase of amplitude 1.2 rad and period $T/9$; its pulse error is 0.247. At nine even delays its spectral amplitudes agree with the true ones to rounding, while at nine uneven delays they differ by 27\%. Started from the twin, the iteration stayed there for 50 sweeps with nine even delays. With uneven delays the pulse error fell to 0.066 for nine and to 0.001 for 17. Uneven spacing breaks the ambiguity, but nine delays still leave a visible error after 300 sweeps.

A laser-free spectrum also distinguishes this twin, by 24\% in amplitude. Yet imposing it in every sweep did not rescue the nine-even run from the ordinary start: the pulse error was 0.416 instead of 0.405. The amplitude errors at the recorded delays were 0.053 and 0.043, so neither run had reached an exact twin. They ended elsewhere. For nine uneven delays the extra spectrum lowered the pulse error from 0.092 to 0.064.

The pointwise gate was run with the laser-free spectrum imposed. With 89 even delays, 0.25 fs apart, 40 sweeps gave a pulse error of 0.002 and a gate error of 0.015. With the 17 uneven delays, 100 sweeps gave 0.004 and 0.073. The sparse run did not collapse, although its mean step of 1.40 fs is more than four pulse durations. It inherited a band-limited starting gate, which may have carried it across the gaps; no run tested this.

\section{What a real measurement adds}

The photon energy, wavelength and intensity are rough typical values for streaking of free neon atoms. The dropped energy follows from the peak of $p_cA$: $A^2/2=(p_cA)^2/(2p_c^2)=(5.71)^2/(4\times68.4)=0.12$ eV. Restoring this term and the momentum dependence of the gate changed the spectral amplitudes by 1.6\%; reconstruction with the simpler model then gave a pulse error of 0.005. Counting noise with 20000 expected electrons per spectrum gave 0.019, the largest of the effects tried. A spectrometer resolution of 0.5 eV gave 0.003. These three runs used the 45 delays, 100 sweeps and $\alpha=0.1$. No ideal run was made at that $\alpha$, so the smaller errors may include incomplete convergence.

The neglected ionic attraction makes the electron leave faster at first. Its energy change in a laser force $-F$ is $-\int Fv\,dt$ along the path. With the classical velocity of an electron released at a unit point charge in place of the free one, the energy shift at delay $\tau$ follows $A(\tau-9.5\ {\rm as})$ instead of $A(\tau)$. A constant time shift does not alter the pulse shape, but this one changes by 1.2 as across the bandwidth. The pulse's own group delay changes by $20000\ {\rm as}^2\times7.3\ {\rm eV}/\hbar\approx222$ as, so the false contribution is about 0.5\%. These values depend on the release point: release 1 bohr from the charge, about the radius of the neon 2p orbital, gives 6.2 as, 0.8 as and 0.4\%. The neon core is not modelled, so only the order of magnitude applies to neon. Ionization of neon by the laser alone is negligible here: the exponential factor of the Keldysh rate is about $10^{-34}$.

Delay jitter, averaging over the focus and errors in the assumed laser band were not sized. The dipole's energy dependence remains in $P$, so what is recovered is the electron wave packet; the light pulse follows after division by a known dipole element.

For a band-limited gate and this starting rule, the example supports three choices. Avoid a step whose inverse, or a multiple of it, is a frequency allowed in the gate phase. Avoid an even step $D$ for which a multiple of $1/(2D)$ lies inside the band, since it folds the band onto itself. The half-period step is one case; 17 even delays with steps of 1.2, 1.3 and 1.4 fs also fail, with pulse errors of 0.11 to 0.54 after 200 sweeps, while a step of 1.0 fs, over a shorter range, reaches 0.0003. Take enough mean energies to determine the gate coefficients well, and check the singular values rather than the count: at steps of 1.3 and 1.4 fs the rank is 14, yet only ten combinations are well determined. These conditions do not guarantee convergence, nor are they all shown to be necessary, and one uneven sequence was tried for each number of delays. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
photon energy 90.0 eV; binding 21.6 eV (rough)
central electron energy 68.4 eV; momentum 2.2422 a.u.
laser 800 nm; 1.0e+12 W/cm2; FWHM 7.0 fs
laser period 2.6685 fs; sparse even step 2.6667 fs
peak streak energy 5.708 eV
peak gate phase 3.713 rad
time window 24.0 fs; time step 50.0 as; grid points 480
gate band 0.250 to 0.500 1/fs; parameters 14
relative field change by band restriction 2.53e-03
pulse bandwidth FWHM 7.300 eV; transform limit 250.0 as
third-order spectral phase 2.00e+06 as^3
pulse duration: true 317.0 as; recovered 316.0 as
GDD: true 20000.0 as^2; recovered 20001.2 as^2
starting pulse error 0.2939 (dimensionless)
direct Volkov check of the model, relative gap 4.43e-04
twin phase amplitude 1.20 rad; twin pulse error 0.2468
twin trace gap: even 9 2.22e-15; uneven 9 0.2713
twin laser-free spectral amplitude gap 0.2406
pulse error after start at twin, even 9: 0.24683
pulse error after start at twin, uneven 9: 0.06596
pulse error after start at twin, uneven 17: 0.00103
band gate: layout | sweeps | sweeps to trace error 1e-3
  even 45 | 100 | 50
  even 17 | 200 | none
  uneven 17 | 200 | 57
  even 9 | 300 | none
  uneven 9 | 300 | none
  even 9 + laser-free | 300 | none
  uneven 9 + laser-free | 300 | none
band gate: layout | trace | dense-trace | pulse | gate errors | distinguishability
  even 45 | 5.46e-05 | 5.46e-05 | 0.00002 | 0.00024 | 9.68e-01
  even 17 | 6.32e-03 | 8.34e-02 | 0.11717 | 0.28719 | 9.63e-01
  uneven 17 | 1.74e-04 | 4.78e-04 | 0.00026 | 0.00183 | 2.21e-01
  even 9 | 4.26e-02 | 3.06e-01 | 0.40492 | 0.77359 | 1.11e-16
  uneven 9 | 2.03e-02 | 1.22e-01 | 0.09180 | 0.46913 | 6.89e-02
  even 9 + laser-free | 5.30e-02 | 3.18e-01 | 0.41587 | 0.78514 | 1.11e-16
  uneven 9 + laser-free | 2.05e-02 | 1.14e-01 | 0.06441 | 0.44577 | 6.89e-02
free gate + laser-free: layout | sweeps | start trace | final trace | pulse | gate errors
  even 89 | 40 | 0.1106 | 3.65e-03 | 0.00185 | 0.01476
  uneven 17 | 100 | 0.1093 | 5.07e-03 | 0.00387 | 0.07277
noise model: 20000 expected counts per spectrum
dense data effect | amplitude change | pulse error | gate error
  fuller Volkov | 0.0159 | 0.00489 | 0.00449
  counting noise | 0.0463 | 0.01910 | 0.01222
  0.5 eV resolution | 0.0019 | 0.00280 | 0.00076
neglected peak A^2/2 energy 0.1191 eV
classical Coulomb-laser delay -9.478 as
its change across the bandwidth FWHM 1.181 as
Keldysh parameter 13.44; ionization exponential factor 1.24e-34
\end{verbatim}
